Cycle-averaged field of a radio-frequency sheath with a sharp electron edge, part 2

A radio-frequency current flows through a plasma sheath that extends from x = 0 to a flat electrode at x = s_m. SI units are used, e is the positive elementary charge, and a positive field E pushes ions towards the electrode. The ion density n(x) is steady. Up to a sharp edge x = s(t), electrons neutralize the ions and the field is negligible; beyond it there are no electrons. The electron current has amplitude J₀ per unit area and angular frequency ω; the ion current is neglected. Phase θ = ωt is counted from full expansion, when the edge is at x = 0; the edge passes the point x at θ = ±φ.

Q(x) is the ion charge per unit area between 0 and x, and Ē is the cycle average of E. Parts (a) to (d) gave

e n(s) ds/dt = J₀ sin θ,

Q(s) = (J₀/ω)(1 − cos θ),

E = E₀(cos θ − cos φ) for |θ| < φ, and zero otherwise,

Ē = E₀g(φ)/π, with g(φ) = sin φ − φ cos φ and E₀ = J₀/(ε₀ω),

dĒ/dx = (e n(x)/ε₀)(φ/π).

The numerical output calls g(φ) the bracket. A direct numerical average confirmed Ē for two ion profiles; in part (f) a third harmonic in the current changed it.

In part (g), ions of mass M enter at x = 0 with density n₀ and the Bohm speed u_B = √(eT/M), where T is the electron temperature in volts. They follow Ē without collisions. With ion speed u, mean potential U, U(0) = 0, and w = n₀/n = u/u_B,

w² = 1 − 2U/T,

dx/dφ = s₀w sin φ, with s₀ = J₀/(eωn₀),

dw/dφ = H(sin²φ − φ sin φ cos φ), H = s₀²/(πλ²),

where λ is the Debye length, λ² = ε₀T/(en₀), and

w(φ) = 1 + H[φ/2 + (φ/4) cos 2φ − (3/8) sin 2φ].

Part (h) asks: find x(φ), s_m and the mean voltage V̄, then take the limit of large H.

**Solution.** Position follows from x/s₀ = ∫₀^φ w sin φ′ dφ′. The 1 in w contributes 1 − cos φ. The three terms in the bracket contribute, apart from the factor H,

½∫₀^φ φ′ sin φ′ dφ′ = ½(sin φ − φ cos φ),

¼∫₀^φ φ′ cos 2φ′ sin φ′ dφ′ = ⅛[(1/9) sin 3φ − (φ/3) cos 3φ − sin φ + φ cos φ],

−⅜∫₀^φ sin 2φ′ sin φ′ dφ′ = −¼ sin³φ = −(3/16) sin φ + (1/16) sin 3φ.

The second line uses cos 2φ sin φ = ½(sin 3φ − sin φ), and the third uses sin 2φ sin φ = 2 sin²φ cos φ. Collecting like terms gives

x/s₀ = 1 − cos φ + H[(3/16) sin φ + (11/144) sin 3φ − (3/8)φ cos φ − (1/24)φ cos 3φ].

At φ = π the sines vanish and both cosines are −1. The bracket is 3π/8 + π/24 = 5π/12, so

s_m = s₀(2 + 5πH/12).

At the same point w_m = 1 + H(π/2 + π/4) = 1 + 3πH/4. The mean voltage is V̄ = −U(s_m), and the energy equation gives

V̄ = (T/2)(w_m² − 1).

For H ≫ 1, s_m ≈ 5πHs₀/12 and V̄ ≈ 9π²H²T/32. Using H/s₀² = en₀/(πε₀T),

V̄^(3/2)/s_m² ≈ [243/(200√2)] √T en₀/ε₀.

The ion current density is J_i = en₀u_B = en₀√(eT/M), and hence

J_i ≈ (200/243) ε₀√(2e/M) V̄^(3/2)/s_m².

In this limit the ion current, mean voltage and width obey a space-charge law that contains neither T nor ω. The limit is approached slowly: for H = 5.15, as in part (i), the full expressions give a coefficient of 1.10 in place of 200/243 = 0.82.

### (i) What are the numbers for an argon etching reactor?

Take 13.56 MHz, n₀ = 5.0 × 10⁹ cm⁻³, T = 3.0 V (an electron temperature of 3.0 eV) and J₀ = 5.0 mA/cm². These are round values in the range of low-pressure capacitive reactors. They are chosen, not derived from a particle balance; at the 3 mTorr of part (l), a plasma only a few centimetres thick would have T nearer 4 V.

**Solution.** The angular frequency is ω = 2π × 13.56 × 10⁶ s⁻¹ = 8.52 × 10⁷ s⁻¹. In SI units J₀ = 50 A/m² and n₀ = 5 × 10¹⁵ m⁻³, so

E₀ = 50/(8.854 × 10⁻¹² × 8.52 × 10⁷) V/m = 6.63 × 10⁴ V/m = 663 V/cm,

s₀ = 50/(1.602 × 10⁻¹⁹ × 8.52 × 10⁷ × 5 × 10¹⁵) m = 0.733 mm.

The Debye length is 0.182 mm, and the unrounded lengths give H = 5.15. Then

s_m = 0.733 mm × (2 + 5π × 5.15/12) = 6.41 mm,

w_m = 1 + 3π × 5.15/4 = 13.1,

V̄ = 1.5 V × (13.14² − 1) ≈ 257 V.

Integrating the instantaneous field numerically across the sheath and averaging the result over time gives the same 257 V. The voltage at full expansion is 609 V.

At φ = 90°, g = 1, and the mean field is 663/π = 211 V/cm. Four points of the sheath are:

- φ = 60°: x = 0.40 mm, n = 3.7 × 10⁹ cm⁻³, mean field 72 V/cm, peak 331 V/cm.
- φ = 90°: x = 1.15 mm, n = 1.65 × 10⁹ cm⁻³, mean field 211 V/cm, peak 663 V/cm.
- φ = 120°: x = 2.86 mm, n = 7.4 × 10⁸ cm⁻³, mean field 404 V/cm, peak 994 V/cm.
- φ = 180°: x = 6.41 mm, n = 3.8 × 10⁸ cm⁻³, mean field 663 V/cm, peak 1326 V/cm.

Half the phase range, up to 90°, occupies less than a fifth of the width. The ions are dense near the plasma, so a given charge takes up little space there.

### (j) How far does the electron temperature change the mean field?

Estimate the field on the plasma side of the edge, which was set to zero.

**Solution.** Warm electrons in force balance satisfy E = −T d(ln n_e)/dx, where n_e is their density. Where they neutralize the ions, n_e = n₀/w, so E = (T/w) dw/dx. Differentiating w² = 1 − 2U/T with respect to x gives T w dw/dx = Ē, and therefore

E_covered = Ē/w².

This field acts for the fraction 1 − φ/π of the cycle. Relative to Ē, it adds about

(1 − φ/π)/w².

The estimate is 37% at 60°, 5.5% at 90° and 0.7% at 120°. It tends to 100% at x = 0, where the sharp-edge formula is thus unreliable. This figure is no upper bound, as the fuller calculation shows.

A fuller calculation solved Poisson's equation with Boltzmann electrons at each phase. The ion profile and the field at the electrode were held at their sharp-edge values, and a uniform plasma of density n₀ was placed upstream of x = 0. The mean field rose by 43%, 7.5% and 1.3% at the three points, relative to the sharp-edge value. Closer to the plasma the estimate fails: the rise is about 100% at 45° and 300% at 30°, and it grows without bound towards x = 0, where the warm mean field stays finite (about 0.04E₀ in this set-up) while Ē vanishes as φ³. The estimate leaves out the finite thickness of the edge; how much of the excess this accounts for was not tested. With the electrons alone cooled a hundredfold, the shifts fell to 0.52%, 0.08% and 0.01%, so the sharp-edge result is recovered for cold electrons.

### (k) What does the steady ion current do?

Keep the total current sinusoidal, include J_i, and find the change of Ē to first order in r = J_i/J₀.

**Solution.** On the plasma side the conventional current is −e n ds/dt + J_i, and it must equal −J₀ sin θ. Hence

e n(s) ds/dt = J₀(sin θ + r).

The added term pushes the edge towards the electrode throughout the cycle. In the sharp-edge model the surplus electrons are lost when the edge touches the electrode, which limits Q(s) to 2J₀/ω. This is the rule for cold electrons, and the shifts found below depend on it; part (l) shows how much changes when warm electrons escape around the moment of collapse. Starting from contact near θ = −π, integration gives, to first order in r,

Q(s) ≈ (J₀/ω)[1 − cos θ + r(θ + π)].

The field at a point with given Q(x) is reduced by E₀r(θ + π) while it is uncovered. The shift of the end phases does not matter at first order, because the field vanishes there. The part odd in θ averages to zero, and

ΔĒ ≈ −(E₀/2π) ∫₋φ^φ r(θ + π) dθ = −E₀rφ.

Relative to Ē this is −πrφ/g(φ). In the example r = 4.31%, and the estimate is −41%, −21%, −15% and −14% at 60°, 90°, 120° and 180°. Following the edge numerically, with the loss at the electrode included, gives −38%, −20%, −14% and −11.5%.

At the electrode most of the remaining difference can be traced. Near θ = π, with δ = π − θ, the first-order Q(s) would exceed its limit by (J₀/ω)(2πr − δ²/2) for δ < √(4πr). Removing this excess restores (2/3)r√(4πr) = 2.1% of E₀, and −13.5% becomes −11.4%.

At small φ, g ≈ φ³/3, and the relative change is −3πr/φ². These shifts are taken at a fixed point, labelled by the φ it had without ion current. They come from a displacement of the stroke: the edge now turns back at Q ≈ πrJ₀/ω instead of at x = 0 (in the example at x ≈ 0.10 mm, old label about 30°). By part (d), Ē changes by E₀φ/π per unit of ωQ/J₀, so this displacement alone gives −E₀rφ, the whole first-order term. If φ is instead half the phase interval for which the point is actually uncovered, Ē = E₀g(φ)/π holds to first order in r away from the electrode; in the example it holds within 0.6% at 60°, 90° and 120°. With the old labels the formula needs φ² ≫ 3πr near the plasma and πr ≪ 1 at the electrode. Since r = u_B/(ωs₀), a larger current amplitude at fixed n₀, T and ω makes this error smaller.

The corrections of parts (j) and (k) have opposite signs, and at 60° they are of similar size. They were computed separately, each with the ion profile held fixed, so their sum is not a reliable estimate of the combined effect.

### (l) Do the other assumptions hold, and how does the example compare with real reactors?

Examine ion motion, electron inertia and collisions.

**Solution.** In the averaged field the transit time of an ion is

∫ dx/u = ∫₀^π (s₀w sin φ)/(u_Bw) dφ = 2s₀/u_B,

which is 7.38 rf periods here. Trajectories in the instantaneous field of the model, with steady entry at the Bohm speed, take 7.40 periods on average. The ion charge in the sheath equals J_i times the transit time of the ion now arriving, so the spread of transit times measures its ripple. Half the spread is 0.15% of the mean. This supports a steady total ion charge. The local density is less steady: along the same trajectories it swings by about −6% to +13% of its steady value over most of the width, up to the electrode. The ions strike the electrode with 232 to 287 eV, around the mean-field value of 257 + 1.5 ≈ 259 eV.

On the plasma side the electron velocity is v = J₀ sin θ/(en) = ωs₀w sin θ. Its rate of change at a fixed point needs a field of amplitude mωJ₀/(ne²) = E₀ω²/ω_pe², where m is the electron mass and ω_pe² = ne²/(ε₀m). Even at the lowest density, at the electrode, this is 0.60% of E₀. The convective part of the acceleration, v ∂v/∂x, is larger than this amplitude by at most the factor s₀ dw/dx = Hg(φ)/w, which stays below 2 in the example, so it too needs only a small field. The drift is not small beside the thermal speed, however: it reaches about 0.55√(eT/m) near φ = 134°, where the convective term is about 30% of the pressure term, so the force balance of part (j) is only rough there.

For collisions take argon at 3.0 mTorr and 300 K with a rough charge-exchange cross-section of 5 × 10⁻¹⁵ cm². The ion free path is 20.7 mm, and the sheath is 0.31 free paths wide. With this constant value, about 1 − exp(−0.31) = 27% of the ions collide on the way; the real cross-section falls with ion energy, so the figure is only a rough one. Collisions change n(x) and the impact energies. They leave the relation between Ē and φ intact as long as the ion density stays steady.

Sheaths some millimetres wide with mean voltages of some hundred volts are ordinary for capacitive etching reactors, but 3 mTorr is at the low end of their pressures. At 30 mTorr, with the width held fixed, the sheath would be about 3 free paths wide, and parts (g) and (h) would no longer apply. Of the effects sized here, the ion current moves the mean field most over the greater part of the sheath when points are compared at fixed distance from the electrode with the ion profile held fixed: by −20% at the point labelled 90° and −11.5% at the electrode. It does so by shortening the stroke of the edge, and away from the electrode it hardly changes the relation between Ē and the actual passing phase. This ranking holds for electron loss at contact only, as assumed in part (k). Real currents may also contain harmonics, whose effect was found in part (f).

The mean voltage also bears on the self-bias. If a blocking capacitor lets the powered electrode float in the mean, and the mean drop across the plasma bulk is negligible, its mean potential relative to ground is the mean voltage of the grounded sheath minus that of the powered one. It approaches −V̄ of the powered sheath when the grounded sheath has a much smaller mean voltage, as can occur if the grounded area is much larger. The 257 V of part (i), like the impact energies above, neglects the ion current, and V̄ is sensitive to it and to the way the balancing electrons reach the electrode. Repeating part (g) with the edge motion of part (k), and with ions entering at the new turning point, gives w_m ≈ 1 + πH(3/4 − πr) to first order in r. Integrated numerically at the same J₀, n₀ and T, it gives w_m = 11.1, s_m = 5.2 mm and V̄ ≈ 184 V, about 28% lower. This value assumes that all electrons are lost at contact, before θ = π, with a current that peaks near 0.69J₀, whereas the random flux of 3 eV electrons at the electrode density carries only about 0.42J₀. If the electrons instead escape at the random flux for the density at the edge, reduced by the Boltzmann factor of the instantaneous sheath voltage, the loss spreads to both sides of θ = π, the stroke is hardly shortened, and this rough variant gives V̄ ≈ 246 V. The size of the correction is therefore not settled by the sharp-edge model. The numerical output below lists the other values of the example.

Numbers as computed

```
direct average, worst relative error: 7.3e-09
error with 30% third-harmonic current: 15.3 %
frequency: 13.56 MHz
sheath-edge density: 5.0e+09 cm^-3
electron temperature: 3.0 eV
current amplitude J0: 5.0 mA/cm2
field scale E0: 662.8 V/cm
length s0: 0.733 mm
Debye length: 0.182 mm
H: 5.152 (no unit)
sheath width: 6.41 mm
density ratio n0/n at electrode: 13.14 (no unit)
mean sheath voltage, formula: 257.4 V
mean sheath voltage, quadrature: 257.4 V
peak sheath voltage: 608.7 V
phi 60 deg: x = 0.403 mm, n = 3.70e+09 cm^-3
  bracket 0.3424, peak field 331.4 V/cm, mean field 72.2 V/cm
phi 90 deg: x = 1.152 mm, n = 1.65e+09 cm^-3
  bracket 1.0000, peak field 662.8 V/cm, mean field 211.0 V/cm
phi 120 deg: x = 2.864 mm, n = 7.44e+08 cm^-3
  bracket 1.9132, peak field 994.2 V/cm, mean field 403.6 V/cm
phi 180 deg: x = 6.405 mm, n = 3.81e+08 cm^-3
  bracket 3.1416, peak field 1325.6 V/cm, mean field 662.8 V/cm
warm-electron shift at 60 deg: +42.96 %; Te/100: +0.516 %
warm-electron shift at 90 deg: +7.49 %; Te/100: +0.075 %
warm-electron shift at 120 deg: +1.32 %; Te/100: +0.013 %
ion current / J0: 4.31 %
ion-current shift at 60 deg: -37.7 %
ion-current shift at 90 deg: -20.0 %
ion-current shift at 120 deg: -14.0 %
ion-current shift at 180 deg: -11.5 %
ion transit, mean-field formula: 7.38 rf periods
ion transit, trajectories: 7.40 rf periods
ion-charge ripple, half spread: 0.15 %
ion impact energy range: 232 to 287 eV
(omega/electron plasma frequency)^2 at electrode: 0.60 %
gas: 3.0 mTorr, 300 K
rough charge-exchange cross-section: 5e-15 cm2
ion free path: 20.7 mm
sheath width / ion free path: 0.31 (no unit)
```
